# Dopant Counting and Threshold Voltage in a Uniform Depletion Layer

## The problem

An n-channel MOS transistor has gate area $A$, oxide capacitance per area $C$, and a p-type body with uniform mean acceptor density $N$ and permittivity $\varepsilon$. At threshold the potential at the semiconductor surface, measured from the neutral body, has a prescribed value $\phi_s$. The nominal depletion width $W$ is defined by the uniform layer,

$$
\phi_s=\frac{qNW^2}{2\varepsilon},
$$

with $q>0$ the elementary charge. The acceptors are in fact discrete. They sit at random, as a homogeneous Poisson process, so the number $n$ at depths $0<x<W$ under the gate is a Poisson variable with mean

$$
m=NAW .
$$

Many nominally identical transistors are made. What is the correlation coefficient between $n$ and the threshold voltage $V_T$, and what share of the variance of $V_T$ would be explained by knowing $n$?

The electrostatics is to be averaged laterally over the gate, source and drain are ignored, and the response to the doping fluctuation is taken to first order. The depletion approximation is used: acceptors are fully ionized on the surface side of a sharp edge and neutralized by holes beyond it. The inversion charge at threshold is neglected.

## A tempting solution

The gate voltage is the sum of the flat-band voltage, the surface potential and the oxide drop. If $Q$ is the magnitude of the depletion charge per area,

$$
V_T=V_{FB}+\phi_s+\frac{Q}{C}.
$$

The layer has width $W$ and contains $n$ ionized acceptors, so $Q=qn/A$ and

$$
V_T=V_{FB}+\phi_s+v\,n,\qquad v=\frac{q}{CA}.
$$

This is a straight line in $n$. The correlation coefficient would be 1, counting would explain all of the variance, and the standard deviation of $V_T$ would be $v\sqrt m$.

## Where it fails

The first equation is sound. The fault is to hold $\phi_s$ and the width fixed together while the acceptors move. To see the conflict, take a layer with a rigid edge at $W$ and zero field there. An acceptor at depth $x_i$, averaged over the area, is a sheet of charge $-q/A$. It adds a field $q/(\varepsilon A)$ between the surface and $x_i$, and therefore adds $qx_i/(\varepsilon A)$ to the surface potential. The total is

$$
\phi_{\rm rigid}=\frac{q}{\varepsilon A}\sum_{i=1}^{n}x_i ,
$$

which varies from device to device. In a Poisson process the numbers in disjoint slices are independent, and the number in a slice $dx$ has variance $NA\,dx$. Hence

$$
\operatorname{Var}\Big(\sum_i x_i\Big)=NA\int_0^W x^2dx=\frac{mW^2}{3},
$$

and the standard deviation of $\phi_{\rm rigid}$ is $(qW/\varepsilon A)\sqrt{m/3}$. For the transistor worked out below this is about 116 mV, more than four thermal voltages. The inversion density depends roughly exponentially on surface potential, so these devices would not all be at threshold.

The depletion edge has to move until the surface potential is back at $\phi_s$. That movement changes the charge, by an amount that depends on where the acceptors are. "Fixed nominal width" can therefore refer to the region in which acceptors are counted, but not to a rigid edge with zero field behind it.

## The right weight of an acceptor

Let the laterally averaged density be $N(x)$ and the actual edge be $w$. With $F=-d\phi/dx$, Poisson's equation and $F(w)=0$ give

$$
F(x)=\frac q\varepsilon\int_x^wN(x')\,dx'.
$$

Integrating $F$ from the surface to the edge, where $\phi=0$, and exchanging the order of integration, gives

$$
\phi_s=\int_0^wF\,dx=\frac q\varepsilon\int_0^w x'N(x')\,dx',
\qquad Q=\varepsilon F(0)=q\int_0^wN(x')\,dx'.
$$

The surface potential is fixed by the first moment of the charge, the oxide drop by its total.

Now replace $N$ by $N+\delta N(x)$ and $w$ by $W+\delta W$. Keeping first-order terms, the condition $\delta\phi_s=0$ becomes

$$
0=\int_0^W x\,\delta N\,dx+WN\,\delta W
\quad\Longrightarrow\quad
N\,\delta W=-\int_0^W\frac xW\,\delta N\,dx .
$$

The charge changes directly through $\delta N$ and through the edge:

$$
\delta Q=q\left[\int_0^W\delta N\,dx+N\,\delta W\right]
=q\int_0^W\left(1-\frac xW\right)\delta N\,dx .
$$

For discrete acceptors, $\delta N=A^{-1}\sum_i\delta(x-x_i)-N$. This is not small at a point, but its integrals over the layer, with weights 1 and $x$, are typically small compared with the same integrals of the mean density $N$ when $m$ is large, and these integrals are what the expansion uses. The uniform part $-N$ contributes a constant. Thus

$$
V_T=\text{constant}+vS,\qquad S=\sum_{i=1}^{n}\left(1-\frac{x_i}{W}\right).
$$

An acceptor at the surface adds nothing to the first moment, so the edge need not respond and the full step $v$ appears. An acceptor near $W$ adds almost the same moment as one already at the edge. The edge retreats until about one acceptor's worth of charge has been removed, and the threshold hardly changes.

The same weight holds if the edge is replaced by a grounded plane fixed at $W$. With the surface potential held, the perturbation potential of a sheet $\sigma$ at $x$ vanishes at 0 and at $W$. The field magnitudes $F_a$ and $F_b$ on its two sides satisfy $F_ax=F_b(W-x)$ and $F_a+F_b=\sigma/\varepsilon$, so $F_a=(\sigma/\varepsilon)(1-x/W)$. A rigid plane is thus admissible if it can carry image charge, which the tempting solution did not allow.

## The correlation

Write $u_i=x_i/W$. Given $n$, the depths of a homogeneous Poisson process are independent and uniform on $(0,1)$. The weight of one acceptor has mean and mean square

$$
\int_0^1(1-u)\,du=\frac12,\qquad \int_0^1(1-u)^2du=\frac13,
$$

and hence variance $\frac13-\frac14=\frac1{12}$. For a given count,

$$
E[S|n]=\frac n2,\qquad \operatorname{Var}[S|n]=\frac n{12}.
$$

A Poisson variable has $E[n]=\operatorname{Var}(n)=m$, so $E[n^2]=m+m^2$. The variance of $S$ is the variance of its conditional mean plus the mean of its conditional variance:

$$
\operatorname{Var}(S)=\frac{\operatorname{Var}(n)}4+\frac{E[n]}{12}=\frac m4+\frac m{12}=\frac m3 .
$$

The covariance follows by averaging first at fixed $n$:

$$
\operatorname{Cov}(n,S)=E\big[nE[S|n]\big]-E[n]E[S]
=\frac{m+m^2}2-\frac{m^2}2=\frac m2 .
$$

Since $v>0$, multiplying $S$ by $v$ and adding a constant does not affect the correlation coefficient:

$$
\rho=\frac{m/2}{\sqrt{m}\sqrt{m/3}}=\frac{\sqrt3}2\approx0.866,\qquad \rho^2=\frac34 .
$$

Counting explains three quarters of the variance. The other quarter comes from the depths. The standard deviation is

$$
\sigma_V=v\sqrt{m/3},
$$

smaller by $\sqrt3$ than the tempting solution claimed.

No cleverer use of the count improves on this. For any predictor $f(n)$,

$$
E[(S-f)^2]=E\big[\operatorname{Var}(S|n)\big]+E\big[(E[S|n]-f)^2\big],
$$

because the cross term vanishes when averaged at fixed $n$. The best choice is $f=n/2$, which is already linear, and the error left is $m/12$, a quarter of $m/3$. The slope is also instructive: one extra acceptor at an unknown depth raises the expected threshold by $v/2$, not by $v$.

Within the linear law for $V_T$, the mean $m$ has cancelled. A sample of 200,000 sets with $m=3$ gave a correlation of 0.865 and an explained share of 0.748. This tests the statistics. Whether the linear law itself is accurate for so few acceptors is a separate question.

The Poisson number variance does matter. Suppose the depths stay independent and uniform but $\operatorname{Var}(n)=\kappa m$. Then $\operatorname{Cov}(n,S)=\kappa m/2$ and $\operatorname{Var}(S)=\kappa m/4+m/12$, so

$$
\rho^2=\frac{(\kappa m/2)^2}{\kappa m(\kappa m/4+m/12)}=\frac{3\kappa}{3\kappa+1}.
$$

This returns $3/4$ at $\kappa=1$ and tends to zero as the number becomes regular, when position alone remains.

## Counting to another depth

Let $n_c$ be the number of acceptors down to $cW$. Independence of the slices turns the covariance of two sums over acceptors into an integral of the product of their weights:

$$
\operatorname{Cov}(n_c,S)=m\int_0^{\min(c,1)}(1-u)\,du,\qquad \operatorname{Var}(n_c)=cm .
$$

For $c\le1$ the integral is $c-c^2/2$; for $c\ge1$ it is $1/2$. Dividing by $\sqrt{cm}\sqrt{m/3}$,

$$
\rho(c)=\begin{cases}\sqrt{3c}\,(1-c/2),&c\le1,\\[2pt]\sqrt{3/(4c)},&c\ge1.\end{cases}
$$

In the first range $\rho^2=3c(1-c/2)^2$, whose derivative is

$$
3\left(1-\frac c2\right)^2-3c\left(1-\frac c2\right)=3\left(1-\frac c2\right)\left(1-\frac{3c}2\right).
$$

It changes from positive to negative at $c=2/3$, where $\rho^2=2(2/3)^2=8/9$. Beyond $c=1$ the correlation falls. Stopping the count at $2W/3$ is better than going on to $W$, because acceptors near the edge add as much noise to the count as any others but carry little information about the threshold. The value $3/4$ belongs to the window $c=1$.

These formulas rest on the linearized edge. A calculation without that step places random sheets and ionizes them from the surface inward until their first moment reaches the value required by $\phi_s$, with the last sheet partly ionized. For $m=1000$ and 20,000 samples, the correlations for $c=1/3,\,2/3,\,1,\,3/2$ were 0.833, 0.943, 0.867 and 0.704. The formulas give 0.833, 0.943, 0.866 and 0.707. The largest difference is comparable with the sampling error, roughly $(1-\rho^2)/\sqrt{20000}\approx0.0035$ at $c=3/2$.

## A transistor of the 50 nm class

Take rough typical values for a planar bulk transistor: gate length and width 50 nm, oxide thickness 2.0 nm, $N=10^{18}\ \mathrm{cm^{-3}}$, $\phi_s=0.95$ V, and relative permittivities 12 for the body and 4 for the oxide. The temperature is 300 K. The nominal width is

$$
W=\sqrt{\frac{2\varepsilon\phi_s}{qN}}=35.5\ \mathrm{nm}.
$$

With $N=10^{-3}\ \mathrm{nm^{-3}}$,

$$
m=10^{-3}\times50\times50\times35.5\approx88.7 .
$$

The oxide capacitance is $1.771\ \mathrm{\mu F/cm^2}$, which gives a surface-acceptor step $v=q/(CA)=3.62$ mV. Therefore

$$
\sigma_V=3.62\ \mathrm{mV}\times\sqrt{88.7/3}=19.7\ \mathrm{mV}.
$$

The count part is $v\sqrt{m/4}=17.0$ mV and the position part $v\sqrt{m/12}=9.8$ mV. They add in squares, not directly. The tempting solution would have given $v\sqrt m=34$ mV.

The 116 mV quoted for the rigid layer follows from the same numbers. One acceptor at depth $W$ would change its surface potential by

$$
\frac{qW}{\varepsilon A}=v\,\frac{CW}{\varepsilon}
=3.62\ \mathrm{mV}\times\frac{4}{2.0}\times\frac{35.5}{12}=21.4\ \mathrm{mV},
$$

and $21.4\sqrt{88.7/3}\approx116$ mV.

Suppose a device is known to contain 99 acceptors. Its expected threshold lies above the ensemble mean by $3.62(99-88.74)/2=18.6$ mV. To first order, the unknown depths leave a standard deviation of $3.62\sqrt{99/12}=10.4$ mV. Even a count about ten above the mean does not settle the threshold of that device to better than about 10 mV.

The edge moves by a modest amount. From the expression for $\delta W$ and the variance of $\sum_ix_i$, its standard deviation is $W/\sqrt{3m}\approx2.2$ nm, or 6% of $W$. The sheet calculation with this $m$ and 40,000 samples gave a correlation of 0.866 and a deviation of 19.7 mV, so the nonlinearity of the edge hardly affects these two ensemble figures.

## What changes the answer

**A warm edge.** Holes make the edge gradual. For hole density $p=Ne^{-\phi/V_{th}}$, with $V_{th}=kT/q$, the potential obeys $\phi''=(q/\varepsilon)(N-p)$. Differentiating twice the definition $F=-\phi'$ gives $F''=K F$, where $K=qp/(\varepsilon V_{th})$. An added sheet of $s$ acceptors per area at $x_0$ produces

$$
\delta\phi''-K\delta\phi=\frac{qs}{\varepsilon}\delta(x-x_0),\qquad \delta\phi(0)=0 .
$$

Multiply by $F$ and integrate by parts twice. The terms in $K$ cancel, and the surface term leaves $-F(0)\delta\phi'(0)=(qs/\varepsilon)F(x_0)$. The added surface charge is thus $qs\,F(x_0)/F(0)$: the weight is the normalized unperturbed field. For a sharp edge it reduces to $1-x/W$. With the nominal counting window retained, the correlation becomes 0.870 at 300 K and 0.871 at 400 K, with $\phi_s$ held fixed in the comparison and electrons left out. At 400 K a silicon surface at 0.95 V is already about 0.1 V beyond twice the bulk potential, so electrons are no longer negligible; with them included the correlation is 0.869 at 300 K and about 0.86 at 400 K.

**A buried channel centroid.** Quantum confinement puts the inversion charge somewhat below the interface. Suppose the potential is held at an assumed depth of 1.0 nm instead of at the surface, at the value it has there in the nominal layer, so that the mean edge stays at $W$. To first order the correlation is then 0.868, but $\sigma_V$ rises to 23.5 mV. Most of the rise comes from the longer electrical distance to the gate: per unit charge, the drop grows by $(2/4+1/12)/(2/4)=1.17$. The correlation is insensitive to such a common factor.

**Source and drain.** These are a larger matter when $W$ is comparable with the gate length. Consider a severe case in which they are grounded side walls reaching down to $W$. Let $g$ satisfy Laplace's equation in the rectangle under the gate, with $g=1$ on the channel surface and $g=0$ on the other three sides. The perturbation potential vanishes on all four sides, so Green's identity, applied to it and $g$, shows that an acceptor induces a fraction $g$ of its charge on the channel surface. This replaces $1-x/W$ as the weight if the surface potential is held at every point of the channel and the required gate voltage is then averaged. A real gate is a single equipotential and can hold only one measure of the surface potential, such as its average along the channel or its value at mid-channel, so $g$ is an approximation to its weight. With this approximate weight the correlation falls to 0.74 and the explained share to 0.55, since acceptors near the walls are counted but weigh little. The figure depends on what is held. In the same grounded box with an equipotential gate over the 2.0 nm oxide, holding the average surface potential gives a correlation of 0.74 and a share of 0.54, close to $g$, while holding the mid-channel value gives 0.60 and 0.36. The flat floor at $W$ is also an idealization: junctions at a built-in potential near 1.07 V that reach down to $W$ push the mid-channel depletion edge of the 50 nm device to about 60 nm, and the correlation is then about 0.78 with the average held and 0.64 with the mid-channel value held. For a 500 nm gate with the same $W$, the weight $g$ gives a correlation of 0.854. The three-quarter law is thus a long-channel result for the laterally averaged surface potential.

**Lateral granularity.** The fluctuation of surface potential along the channel, left out by the averaging, has a standard deviation of 25 mV. This was estimated with periodic lateral boundaries, an equipotential gate and depletion edge, and no screening by inversion charge. It is 0.97 thermal voltages. The figure depends on the lateral boundaries: reflecting sides give 31 mV and a periodic cell of 500 nm gives 29 mV. Current can then favour low-barrier paths, and a uniform average is no longer a safe description of a current-defined threshold. The resulting correlation has not been calculated here.

**A graded body.** The derivation of the weight survives if $N$ depends on depth: $N\,\delta W$ becomes $N(W)\,\delta W$ and is eliminated as before. The statistics change, however. For the profile $N(u)\propto u$, low at the surface, the slice integrals give

$$
\rho^2=\frac{\left[\int_0^1u(1-u)\,du\right]^2}{\int_0^1u\,du\int_0^1u(1-u)^2du}
=\frac{(1/6)^2}{(1/2)(1/12)}=\frac23 .
$$

The 1.6 MV/cm oxide field of the example is far below oxide breakdown, which is roughly at 10 MV/cm. The example is not a long-channel device, however: its gate length is only 1.2 times the sum of $W$ and three oxide thicknesses, and junctions 15 to 35 nm deep would lower its threshold by 0.1 to 0.2 V. The 19.7 mV and the three-quarter share are values of the one-dimensional model for these dimensions. A threshold spread of some tens of millivolts is also a plausible scale, though real spread has other sources as well. Real bodies are often graded and have extra doping near source and drain, and their junctions share control of the depletion charge. Of the departures for which this section gives a correlation, all with the counting window kept at $W$, junction control moves the explained share furthest, from 0.75 to about 0.55 in the grounded deep-wall case with the average surface potential held, and to 0.36 with the mid-channel value held.

## Table of computed values

```
Gate length, width: 50, 50 nm
Oxide thickness: 2.0 nm
Acceptor density: 1.0e+18 cm^-3
Threshold surface potential: 0.95 V
Relative permittivity, body and oxide: 12, 4
Temperature: 300 K
Thermal voltage: 25.85 mV
Nominal depletion width: 35.50 nm
Mean acceptor number: 88.74
Oxide capacitance: 1.771 uF/cm2
Surface-acceptor voltage step v: 3.619 mV
Threshold standard deviation: 19.68 mV
Count part, standard deviation: 17.05 mV
Position part, standard deviation: 9.84 mV
Correlation, formula: 0.86603
Explained share, formula: 0.7500
Chosen acceptor number: 99
Expected shift at that number: 18.56 mV
Remaining standard deviation: 10.39 mV
Sampled correlation at mean 3: 0.8651
Sampled explained share at that mean: 0.7483
Self-consistent edge, mean number 1000:
  Window 0.333 W: sampled 0.8328, formula 0.8333
  Window 0.667 W: sampled 0.9427, formula 0.9428
  Window 1.000 W: sampled 0.8665, formula 0.8660
  Window 1.500 W: sampled 0.7043, formula 0.7071
Best counting window: 0.667 W
Best explained share: 0.8889
Example, moving edge, correlation: 0.8659
Example, moving edge, deviation: 19.69 mV
Thermal edge, correlation at 300 K: 0.8695
Thermal edge, correlation at 400 K: 0.8707
Assumed inversion centroid: 1.0 nm
Correlation with that centroid: 0.8677
Deviation with that centroid: 23.47 mV
Deep side walls, 50 nm, correlation: 0.7425
Deep side walls, 50 nm, share: 0.551
Deep side walls, 500 nm, correlation: 0.8541
Lateral surface-potential roughness: 25.0 mV
Roughness over thermal voltage: 0.97
Oxide field at threshold: 1.61 MV/cm
```
